# Bound states in the bias window make the steady-state density non-unique

When a nonequilibrium Green function calculation uses a complex contour to integrate the density matrix at finite bias, one must decide whether to build the equilibrium part of the contour on the left chemical potential, on the right one, or on a weighted average. If a bound state lies between the two potentials, this is a choice of its occupation and not of a quadrature. The Hamiltonian and the two lead distributions do not contain the missing information.

Hartree atomic units are used, with an orthonormal basis, zero temperature, and occupations and currents per spin. Worked results are computed from unrounded values, so the last digit can differ by one from the product of the rounded factors shown. The electrons are independent and the Hamiltonian is fixed after the contacts are made. The one exception is the self-consistent example in the section on the current.

## A counter-example

One orbital of energy $\varepsilon=0.020$ hartree is coupled to two identical semi-infinite chains by $t_L=0.060$ and $t_R=0.040$ hartree. The chains have hopping $t=0.100$ hartree and site energies alternating between $+\Delta$ and $-\Delta$, with $\Delta=0.050$ hartree and $+\Delta$ on the surface site. The chemical potentials, measured on the energy scale of this final Hamiltonian, are $\mu_L=0.100$ and $\mu_R=-0.100$ hartree. This is a model choice: the window is 5.4 eV wide and the lead bands are not shifted by the bias. In a real junction each lead's bands move with its own potential, so a bound state in the window needs an energy at which neither shifted lead offers a channel it can couple to.

**The gap.** Let $g$ be the Green function of a chain's surface site, $a=E-\Delta$ and $c=E+\Delta$. Removing two sites restores the same chain, so

$$g=\frac{1}{a-t^2/(c-t^2g)} .$$

Multiplying out gives $acg-at^2g^2-t^2g=c-t^2g$, hence $at^2g^2-acg+c=0$ and

$$g=\frac{ac\pm\sqrt{ac\,(ac-4t^2)}}{2at^2}.$$

The root is complex for $0<ac<4t^2$, that is, $\Delta<|E|<\sqrt{\Delta^2+4t^2}=0.206$ hartree. These are the two bands. For $|E|<\Delta$ we have $ac<0$ and $g$ is real: the leads have a gap. There the plus sign is right, since it gives $g\to1/a$, the isolated surface site, as $t\to0$.

**The bound state.** The self-energies are $\Sigma_\alpha=t_\alpha^2g$, with $\Sigma=\Sigma_L+\Sigma_R$, and the orbital's Green function is $G=1/(E-\varepsilon-\Sigma)$. In the gap $\Sigma$ falls from $0$ at $E=-\Delta$ to $-\infty$ at $E=+\Delta$. It falls monotonically because $\Sigma=\sum_k|V_k|^2/(E-E_k)$ has a negative derivative between the bands. Thus $E-\varepsilon-\Sigma$ rises from $-0.070$ hartree to $+\infty$ and vanishes once, at

$$E_b=-0.0120\ \text{hartree}\;(-0.327\ \text{eV}).$$

In lead $\alpha$ the bound vector obeys $(E_b-H_\alpha)b_\alpha=V_\alpha b_C$, where $V_\alpha$ couples the orbital to the lead. Its norm there is $|b_C|^2V_\alpha^\dagger(E_b-H_\alpha)^{-2}V_\alpha=-\Sigma_\alpha'(E_b)|b_C|^2$. Normalization then gives the device weight $Z=|b_C|^2$ and the lead weights $p_\alpha$:

$$Z=\frac{1}{1-\Sigma'(E_b)},\qquad p_\alpha=-Z\,\Sigma_\alpha'(E_b),\qquad Z+p_L+p_R=1 .$$

Here $Z=0.609$, $p_L=0.270$ and $p_R=0.120$. Diagonalizing a chain with 500 sites per lead confirms the energy and all three weights.

**Three integrals, two densities.** With $\Gamma_\alpha=-2\,\mathrm{Im}\,\Sigma_\alpha$, the spectrum injected by lead $\alpha$ is $A_\alpha=\Gamma_\alpha|G|^2$. Its direct integral,

$$n_{\rm scat}=\sum_\alpha\int\frac{dE}{2\pi}\,f_\alpha A_\alpha=0.152,$$

receives nothing from the gap, where $\Gamma_\alpha=0$. The two contour formulas are

$$n^{(L)}=-\frac1\pi\,\mathrm{Im}\!\int\! dE\,f_LG-\int\frac{dE}{2\pi}(f_L-f_R)A_R,$$

$$n^{(R)}=-\frac1\pi\,\mathrm{Im}\!\int\! dE\,f_RG+\int\frac{dE}{2\pi}(f_L-f_R)A_L .$$

The first integral in each runs just above the real axis and may be deformed into the upper half plane, where $G$ is analytic. It includes the bound pole whenever that pole is occupied by the chosen Fermi function. Numerically $n^{(L)}=0.761$ and $n^{(R)}=0.152$. Their difference, $0.609$, is $Z$. Both integrals are converged; they describe different states.

As a control, raise $\mu_R$ to $0.070$ hartree, so that both potentials lie above $E_b$. The two references then agree to rounding error. This shows only that both fill the bound state, not that a given preparation does.

**What the system does.** Start with disconnected leads, each filled to its own chemical potential, and an orbital of occupation $n_0$. Connect them suddenly. The late occupation, by the proof below, is $n_{\rm scat}+Zn_b$, where $n_b$ is the overlap of the initial density matrix with the bound state:

$$n_b=Zn_0+\sum_\alpha\langle b_\alpha|f_\alpha(H_\alpha)|b_\alpha\rangle .$$

For $n_0=0$ the lead terms give $n_b=0.247$; for $n_0=1$, $n_b=0.247+0.609=0.856$. Therefore

$$n(0)=0.152+0.609\times0.247=0.302,\qquad n(1)=0.152+0.609\times0.856=0.674 .$$

Direct propagation of the finite chain, averaged between 1500 and 5500 atomic time units, gives $0.3015$ and $0.6729$, each $0.0008$ below the prediction. After this sudden connection, neither contour value is reached; another way of switching on the contacts can give another filling.

The lead contribution $0.247$ shows that the leads can partly fill the bound state. Stationary injection does not, but the sudden connection transfers some of the charge already present where the bound state has its tails. This contribution is not $\sum_\alpha p_\alpha f_\alpha(E_b)=p_L=0.270$, because $b_L$ and $b_R$ are each spread over many eigenstates of their isolated lead: part of $b_L$ lies on empty states above $\mu_L$, and part of $b_R$ lies on filled states below $\mu_R$.

## The general statement

Let $H$ be the fixed Hamiltonian of a device coupled locally to semi-infinite leads. Assume that the isolated leads have no bound states, and that $H$ has finitely many normalizable eigenstates $|b\rangle$ besides its scattering continuum. A bound state may lie in a gap or be decoupled from open channels by symmetry.

1. For one bound state, every $\rho=\rho_{\rm scat}+n_b|b\rangle\langle b|$ with $0\le n_b\le1$ is a stationary density matrix with the same lead injection.
2. On the device, the two contour densities differ by $\sum_b[f_L(E_b)-f_R(E_b)]\,|b\rangle\langle b|$.
3. After a sudden connection, $n_b=\langle b|\rho(0)|b\rangle$. If bound states of different energy are initially coherent, the density in general keeps oscillating.

**Proof of 1.** Here $\rho_{\rm scat}$ fills each scattering state arriving from lead $\alpha$ with $f_\alpha(E)$. It is diagonal in eigenstates of $H$, as is $|b\rangle\langle b|$, so $[H,\rho]=0$. Bound and scattering states are orthogonal, so all eigenvalues of $\rho$ lie between 0 and 1, as the Pauli principle requires.

**Proof of 2.** A scattering state with incoming lead component $|k\rangle$ has device part $G\tau_\alpha|k\rangle$, where $\tau_\alpha$ is the hopping from lead to device. Since $\Gamma_\alpha=2\pi\tau_\alpha\delta(E-H_\alpha)\tau_\alpha^\dagger$, these states contribute $A_\alpha=G\Gamma_\alpha G^\dagger$ to $2\pi$ times the spectral density. Completeness of the eigenstates of $H$ then gives, on the device,

$$i(G-G^\dagger)=A_L+A_R+2\pi\sum_b|b\rangle\langle b|\,\delta(E-E_b).$$

Insert this into the left-referenced density:

$$\rho^{(L)}=\int\frac{dE}{2\pi}\left[f_L(A_L+A_R)-(f_L-f_R)A_R\right]+\sum_bf_L(E_b)|b\rangle\langle b| .$$

The bracket is $f_LA_L+f_RA_R$, so $\rho^{(L)}=\rho_{\rm scat}+\sum_bf_L(E_b)|b\rangle\langle b|$. For the right reference the bracket is $f_R(A_L+A_R)+(f_L-f_R)A_L$, which is the same expression, and the bound term carries $f_R(E_b)$. Subtraction proves the claim. An average with a single left weight $w$, the same for all matrix elements, assigns $wf_L(E_b)+(1-w)f_R(E_b)$, which is another choice of filling.

In the example the identity requires the band weight and $Z$ to add to one: $0.391+0.609=1$.

**Proof of 3.** Split a device basis state $|i\rangle$ into bound and continuum parts, and write $P_c$ for the continuum projector. There are three kinds of term in $\langle i|e^{-iHt}\rho(0)e^{iHt}|i\rangle$.

- *Bound–continuum terms* contain $\langle b|\rho(0)e^{iHt}P_c|i\rangle=\int dE\,e^{iEt}m(E)$ with an integrable function $m$. They vanish at long times by the Riemann–Lebesgue lemma.
- *Continuum–continuum terms* contain $e^{iHt}P_c|i\rangle$. For large $t$ this vector has left the device and approaches $\sum_\alpha e^{iH_\alpha t}|\phi_\alpha\rangle$, by completeness of scattering. The initial lead matrix $f_\alpha(H_\alpha)$ commutes with $H_\alpha$, so the phases cancel, leaving $\sum_\alpha\langle\phi_\alpha|f_\alpha(H_\alpha)|\phi_\alpha\rangle$. The energy distribution of $\phi_\alpha$ is $(A_\alpha)_{ii}/2\pi$, so this is the diagonal element of $\rho_{\rm scat}$.
- *Bound–bound terms* are $\langle i|b\rangle\langle b|\rho(0)|b'\rangle\langle b'|i\rangle e^{-i(E_b-E_{b'})t}$. The diagonal ones are constant. The others do not decay.

For two real bound vectors and a real $\rho(0)$, the last line gives a density term $2\langle b_1|\rho(0)|b_2\rangle b_1(i)b_2(i)\cos[(E_2-E_1)t]$. Replace the single orbital by two, each at $0.020$ hartree and linked by $0.020$ hartree. The first is attached only to the left lead and is initially full; the second is attached only to the right lead and is initially empty. The bound energies are $-0.0157$ and $0.0148$ hartree. The first orbital's occupation oscillates with amplitude $0.247$ and period $2\pi/0.0305\approx206$ atomic units. The propagated amplitude agrees, so here there is no steady density to compute.

## Why the current may give no warning

A single bound state carries no net current through a cut across the system: its charge on either side is constant in time. At fixed $H$ the steady current is therefore the Landauer value,

$$I=\int_{\mu_R}^{\mu_L}\frac{dE}{2\pi}\,\Gamma_L\Gamma_R|G|^2=0.00671\ \text{a.u.}=44.5\ \mu\text{A},$$

for either preparation. Propagation gives $0.00667$ a.u. for both, 0.7% below the Landauer value. The discrete filling of the finite leads is a plausible cause of this small difference, but it was not isolated.

Self-consistency removes this protection. In a restricted mean-field model let $\varepsilon=\varepsilon_0+Un$, with $\varepsilon_0=-0.020$ and $U=0.060$ hartree. The left reference converges to $n=0.747$, so $\varepsilon=-0.020+0.060\times0.747=0.0248$ hartree, and the current is $45.0\ \mu$A. The right reference converges to $n=0.191$, $\varepsilon=-0.0086$ hartree and $41.2\ \mu$A. The first current is 9% larger than the second. Equal weights give $43.1\ \mu$A, a third solution. For a given switching process, the overlap formula for $n_b$ is no longer guaranteed, because it assumes a fixed $H$ and here $H$ changes while the charge settles. Time evolution of the mean-field model follows the filling directly.

## Broadening also chooses a filling

Suppose $G$ and $\Sigma_\alpha$ are both evaluated at $E+i\eta$. In the gap, expansion to first order gives $\Gamma_\alpha\simeq-2\eta\Sigma_\alpha'$, while near the pole $G\simeq Z/(E-E_b+i\eta)$. Lead $\alpha$, if occupied at $E_b$, now adds

$$\int\frac{dE}{2\pi}\,\frac{-2\eta\Sigma_\alpha'Z^2}{(E-E_b)^2+\eta^2}=-Z^2\Sigma_\alpha'=Zp_\alpha ,$$

because the Lorentzian integral is $\pi/\eta$. The factor $\eta$ has cancelled. In the example the limit is $0.609\times0.270=0.165$, and $\eta=10^{-4}$, $10^{-5}$ and $10^{-6}$ hartree all give $0.165$. Stability against reducing $\eta$ does not show that the filling is physical.

At fixed $H$, a real decay channel does restore a unique answer. Let the orbital leak weakly into reservoirs at $\mu_L$ and $\mu_R$ with energy-independent rates $\gamma_L$ and $\gamma_R$, and let $\gamma=\gamma_L+\gamma_R$. Near the pole $G\simeq Z/(E-E_b+iZ\gamma/2)$, so the left reservoir supplies

$$\int\frac{dE}{2\pi}\,\frac{\gamma_LZ^2}{(E-E_b)^2+(Z\gamma/2)^2}=\frac{\gamma_LZ^2}{2\pi}\,\frac{2\pi}{Z\gamma}=Z\,\frac{\gamma_L}{\gamma}.$$

For $\gamma_L=3\gamma_R$ this is $0.75\times0.609=0.457$, as found numerically at two leak strengths a factor of ten apart. The ratio of the rates fixes the filling; their sum fixes the waiting time, $1/(Z\gamma)$. On shorter times the preparation still matters.

In a calculation, then, search for real poles of $G$, both inside and outside the bias window, and compare the two contour densities. In the single-orbital example, the pole between the potentials makes them differ by $Z$, and a finer grid will not reconcile them. If $G$ and $\Sigma_\alpha$ in the window integrals carry the same small $\eta$ and the pole is resolved, these integrals add $Zp_L$ to $n^{(R)}$ and subtract $Zp_R$ from $n^{(L)}$, so the difference shrinks to $Z(1-p_L-p_R)=Z^2$. If only the self-energies carry $\eta$, they act as leaks with $\gamma_\alpha=-2\eta\Sigma_\alpha'$. The window integrals then add $Zp_L/(p_L+p_R)$ and subtract $Zp_R/(p_L+p_R)$, and the two densities agree on a filling fixed by the broadening alone. A pole below both potentials or above both causes no difference, yet by point 3 its filling after a sudden connection still depends on the preparation. Agreement of the two contours is therefore not proof that the density is the one reached in time. Either state the preparation and the resulting $n_b$, or include the relaxation process that determines it. If several bound states remain coherent, calculate the time-dependent density instead. The figures quoted here can be checked against the numerical output below.

## Table of computed values

```
site energy +/- 0.050, chain hopping 0.100 hartree
couplings left 0.060, right 0.040 hartree
orbital level 0.020 hartree
mu_L 0.100, mu_R -0.100 hartree
outer band edges +/- 0.20616 hartree
bound energy -0.012007 hartree = -0.3267 eV
bound weight on device Z 0.60944
bound weight in left lead 0.27039, right 0.12017
device spectral weight in bands 0.39056
occupation, direct lead integral 0.15190
occupation, left-referenced 0.76134
occupation, right-referenced 0.15190
left minus right 0.60944
control window: mu_R 0.070 hartree, mu_L unchanged
control left minus right 9.3e-15
finite chain: 500 sites per lead
averaging times 1500 to 5500 a.u.
initial orbital occupation 0: n_b 0.24672
  late occupation: predicted 0.3023, propagated 0.3015
  late current, propagated 0.006665 a.u.
initial orbital occupation 1: n_b 0.85616
  late occupation: predicted 0.6737, propagated 0.6729
  late current, propagated 0.006665 a.u.
Landauer current 0.006713 a.u. = 44.461 microampere
eta 1e-04 hartree: gap occupation 0.16494
eta 1e-05 hartree: gap occupation 0.16480
eta 1e-06 hartree: gap occupation 0.16479
eta to zero limit Z*p_L 0.16478
leaks L 3e-05, R 1e-05 hartree: gap occupation 0.45698
leaks L 3e-06, R 1e-06 hartree: gap occupation 0.45707
weak-leak limit 0.75*Z 0.45708
two-orbital device: link 0.020 hartree, first orbital filled
two bound energies -0.015662, 0.014827 hartree
oscillation period 206.08 a.u.
cosine coefficient: predicted 0.2472, propagated 0.2472
mean field: bare level -0.020, U 0.060 hartree
left weight 1.0: level 0.02482 hartree, n 0.74697
  current 0.006789 a.u. = 44.968 microampere
left weight 0.5: level 0.00858 hartree, n 0.47636
  current 0.006504 a.u. = 43.080 microampere
left weight 0.0: level -0.00857 hartree, n 0.19050
  current 0.006217 a.u. = 41.179 microampere
left/right mean-field current ratio 1.0920
```
